# Why Darken's Lattice Drift Needs Mechanics Beyond One Dimension

**Q.** I weld nickel to platinum, put inert markers in the weld plane, and they move. How can their velocity follow from diffusivities alone, when I never specify a force?

**A.** Let A be the faster species, nickel, and B platinum. I assume constant partial atomic volumes $\Omega_i$, no pores, and vacancies of negligible volume, kept at equilibrium by sources and sinks throughout the crystal. The concentrations $c_i$ then satisfy $\Omega_Ac_A+\Omega_Bc_B=1$. Write $\phi=\Omega_Ac_A$, so that $\Omega_Bc_B=1-\phi$.

Atoms diffuse relative to the lattice, which itself moves with velocity $\mathbf v$. In the laboratory

$$\mathbf J_i=-D_i\nabla c_i+c_i\mathbf v,\qquad \partial_tc_i=-\nabla\cdot\mathbf J_i .$$

Multiply each balance by $\Omega_i$ and add. The left side is $\partial_t1=0$, so the volume flux $\mathbf U=\sum_i\Omega_i\mathbf J_i$ has no divergence. Since $\nabla(1-\phi)=-\nabla\phi$,

$$\mathbf U=-D_A\nabla\phi+D_B\nabla\phi+\mathbf v=\mathbf v-\mathbf w,\qquad \mathbf w=(D_A-D_B)\nabla\phi .$$

If all motion is along $x$, then $\partial_xU=0$ and $U$ is the same at every $x$. No atoms cross a closed end at rest, so $U=0$ there and hence everywhere:

$$v=(D_A-D_B)\,\partial_x\phi .$$

This is Darken's drift. One scalar equation and one end condition have fixed one velocity component. Substitution into the flux of A gives

$$\Omega_AJ_A=-D_A\partial_x\phi+\phi(D_A-D_B)\partial_x\phi=-\tilde D\,\partial_x\phi,\qquad \tilde D=(1-\phi)D_A+\phi D_B .$$

**Q.** What does this give for my couple?

**A.** Take rough values for 1373 K, $D_A=6\times10^{-11}$ and $D_B=1\times10^{-11}$ cm²/s, with A on the left of a 200 µm couple. The starting profile is $\phi=\tfrac12[1-\tanh(x/2\,\mu\mathrm m)]$. After 10 h Darken's drift has carried the weld marker by −8.675 µm, towards the nickel, and it still moves at −491 nm/h. As $D_A-D_B=5\times10^{-11}$ cm²/s is 18 µm²/h, the gradient at the marker is $-0.491/18=-0.027$ per µm. The shift depends on the assumed starting width: an ideally sharp weld would give −9.9 µm.

A separate calculation followed lattice cells that exchange atoms and take their lengths from the atoms they hold, with no drift law. It gave −8.68 µm. With both diffusivities multiplied by $4^{\phi-1/2}$, the two routes gave −9.25 µm (cells) and −9.24 µm (drift law).

**Q.** Why not write the same result with a gradient in three dimensions and be done?

**A.** Because $\nabla\cdot\mathbf U=0$ no longer means that $\mathbf U$ is constant. It is one equation for three components.

The closed walls add something, but not enough. With $v_n$ the normal lattice velocity at a fixed wall, zero flux of each species means

$$-D_A\partial_n\phi+\phi v_n=0,\qquad D_B\partial_n\phi+(1-\phi)v_n=0 .$$

Multiply the first by $1-\phi$, the second by $\phi$, and subtract the first from the second: $\tilde D\,\partial_n\phi=0$. Thus $\partial_n\phi=0$, and then $v_n=0$, because $\phi$ and $1-\phi$ cannot both vanish. It follows that $U_n=0$. The tangential component is untouched.

In a square of side $L$, for example, $\psi=\psi_0\sin(\pi x/L)\sin(\pi y/L)$ gives $\mathbf U=(\partial_y\psi,-\partial_x\psi,0)$. It has zero divergence and does not cross the walls, whatever $\psi_0$ is. Volume conservation therefore fixes

$$\nabla\cdot\mathbf v=\nabla\cdot\mathbf w\equiv s,$$

the local rate at which the lattice expands, but not how the crystal moves to accommodate it. The expansion comes from new lattice sites and, where the two atomic volumes differ, also from a change of volume per site.

**Q.** Could that circulation be a matter of description, invisible to me?

**A.** No. Markers move with $\mathbf w+\mathbf U$. Composition responds too: inserting $\mathbf v=\mathbf w+\mathbf U$ gives $\Omega_A\mathbf J_A=-\tilde D\nabla\phi+\phi\mathbf U$, and since $\nabla\cdot(\phi\mathbf U)=\mathbf U\cdot\nabla\phi$,

$$\partial_t\phi=\nabla\cdot(\tilde D\nabla\phi)-\mathbf U\cdot\nabla\phi .$$

Declaring $\mathbf U=0$ is an extra assumption. So is declaring the lattice motion free of rotation.

**Q.** What supplies the missing information?

**A.** A force balance, a flow law and wall conditions. Let the crystal creep with viscosity $\eta$, and let the added volume appear equally in all directions. The stress-free strain rate is then $(s/3)\mathbf I$, and only the remainder costs stress. With $e_{ij}=\tfrac12(\partial_iv_j+\partial_jv_i)$, and neglecting elasticity, inertia and body forces,

$$\boldsymbol\sigma=-p\mathbf I+2\eta\left(\mathbf e-\tfrac s3\mathbf I\right),\qquad \nabla\cdot\boldsymbol\sigma=0,\qquad \nabla\cdot\mathbf v=s .$$

These are four equations for $\mathbf v$ and $p$. Suppose that two solutions exist for the same $\phi$ and $\eta$, and let $\boldsymbol\delta$ be their velocity difference and $\boldsymbol\tau$ their stress difference. Then $\nabla\cdot\boldsymbol\delta=0$ and $\nabla\cdot\boldsymbol\tau=0$. Multiplying the latter by $\boldsymbol\delta$ and integrating by parts,

$$0=\oint\boldsymbol\delta\cdot\boldsymbol\tau\mathbf n\,dA-\int2\eta\,\mathbf e(\boldsymbol\delta):\mathbf e(\boldsymbol\delta)\,dV .$$

The pressure difference drops out because it multiplies $\nabla\cdot\boldsymbol\delta$. Wall friction supplies a tangential traction $-\beta\boldsymbol\delta$ with $\beta\ge0$, so the surface term is $-\oint\beta|\boldsymbol\delta|^2dA$; for a bonded wall $\boldsymbol\delta=0$ and it vanishes. Two non-positive terms add to zero, so $\mathbf e(\boldsymbol\delta)=0$ and the difference is a rigid motion. A fixed rectangular box permits none. In a frictionless sphere the crystal could still spin about any axis, so the three components of its rotation would have to be set as well.

**Q.** Does mechanics ever return Darken's formula with the gradient simply made a vector?

**A.** Yes: for uniform $\eta$ and flat, frictionless walls. Take $D_A-D_B$ constant, so that $\mathbf w=\nabla G$ with $G=(D_A-D_B)\phi$ and $s=\nabla^2G$. For $\mathbf v=\mathbf w$ the viscous force is

$$\partial_j\left[2\eta\left(\partial_i\partial_jG-\tfrac s3\delta_{ij}\right)\right]=2\eta\left(1-\tfrac13\right)\partial_is=\tfrac43\eta\,\partial_is ,$$

which $p=\tfrac43\eta s$ balances. The wall shear is $2\eta\,\partial_t\partial_nG$, where $\partial_t$ here is the derivative along the wall. It vanishes because $\partial_nG=0$ all along a flat wall.

If $\eta$ depends on $\phi$, the part of the force that is not already a gradient is $2\eta\nabla s+2(\nabla\eta\cdot\nabla)\nabla G$. With primes for derivatives in $\phi$, $\nabla\eta=\eta'\mathbf w/(D_A-D_B)$ and $(\mathbf w\cdot\nabla)\mathbf w=\nabla|\mathbf w|^2/2$, so its curl is

$$2\eta'\,\nabla\phi\times\nabla s+\frac{\eta''}{D_A-D_B}\,\nabla\phi\times\nabla|\mathbf w|^2 .$$

Pressure cannot balance a force with curl. Unless this expression vanishes, $\mathbf U$ must appear. Bonded walls also require it, since they demand $\mathbf v=0$ where $\mathbf w$ has a tangential component.

**Q.** How large is the correction?

**A.** Consider a square section with $L=100$ µm, no motion out of the plane, and at one instant

$$\phi=\tfrac12+0.25\,c(x)+0.15\,c(x)c(y),\qquad c(x)=\cos(\pi x/L).$$

At the centre $c=0$, so $\partial_x\phi=-0.25\pi/L=-0.00785$ per µm and $w_x=18\times(-0.00785)=-0.141$ µm/h. The composition is held the same in these four cases:

| Viscosity; walls | rms $U$ / rms $w$ | centre $v_x$ (nm/h) |
|---|---:|---:|
| uniform; frictionless | 0.000 | −141 |
| tenfold contrast; frictionless | 0.070 | −143 |
| power law; frictionless | 0.16 | −144 |
| uniform; bonded | 0.43 | −192 |

The contrast is $\eta\propto10^{1/2-\phi}$, tenfold between the pure metals and about sixfold within this section, with platinum the stiffer. The power law has creep exponent 4.5: $\eta\propto(q+0.01)^{-7/18}$, where $q$ is the squared deviatoric strain rate divided by its mean.

Bonding speeds up the centre by 36%. Zero net volume crosses any section, so $\int U_x\,dy=0$. At the bonded side walls $U_x=-w_x>0$, so $U_x$ must be negative somewhere between them; the solution shows that the centre lies in that region. The rms advection term $\mathbf U\cdot\nabla\phi$ is then 13.5% of the rms interdiffusion term. A finite-difference solution of the bonded case gave an rms $U$ of 49.8 nm/h, against 49.9 nm/h from the polynomial solution.

Multiplying $\eta$ everywhere by one constant changes the stresses but not these velocities. Its variation and the wall conditions matter.

**Q.** My composition varies along $x$ alone. Surely I am back in one dimension?

**A.** Only if the motion is also along $x$ alone. With frictionless, rigid side walls it is. The axial stress is $\sigma_{xx}=-p+\tfrac43\eta s$, and a pressure $p(x)$ can keep it uniform for any $\eta(x)$. The drift stays Darken's, and mechanics merely sets the stress. If an end is free of load, $p=\tfrac43\eta s$ and the lateral stress is

$$\sigma_{yy}=-\tfrac43\eta s-\tfrac23\eta s=-2\eta s .$$

Now bond the walls of the square, with $\phi=\tfrac12+0.4\,c(x)$ and uniform viscosity. The centre velocity changes from −226 to −307 nm/h, although $\phi$ still depends on $x$ alone.

**Q.** And if the sides are free, as on a bare rod?

**A.** A slender rod cannot hold the lateral stress. If it carries no axial load either, all stresses vanish at leading order, so $\mathbf e=(s/3)\mathbf I$ and $\partial_xv_x=s/3$. With an end at rest and no gradient there, the drift is one third of Darken's. The other two thirds of the new volume change the cross-section. Volume is still conserved, but the side surface moves and $U_x=-\tfrac23w_x$. The factor one third rests on isotropic sources.

For a thick rod of radius $R$, let $s=s_0\cos kx$. Start from Darken's motion and remove the surface stress $-2\eta s$. At depth $y\ll R$ the surface is nearly flat, and the added flow is

$$u_y=-V(1+ky)e^{-ky}\cos kx,\qquad u_x=-Vky\,e^{-ky}\sin kx .$$

It has no divergence and no surface shear. From $\partial_xp=\eta\nabla^2u_x=2\eta Vk^2e^{-ky}\sin kx$ follows $p=-2\eta Vke^{-ky}\cos kx$. As $\partial_yu_y=0$ at $y=0$, the added normal stress is $2\eta Vk\cos kx$, and cancellation requires $V=s_0/k$. The cross-section then grows at the relative rate $2V\cos kx/R=2s/(kR)$, leaving the axial share

$$1-\frac{2}{kR}\qquad(kR\gg1).$$

For a source with a 100 µm half-wave, $k=\pi/100$ per µm. The full solution for uniform viscosity gives shares of 0.333, 0.354 and 0.936 at $R=5$, 50 and 1000 µm. For this source, a rod of 1 mm radius is thus within about 6% of Darken's drift, averaged over its section; a thin wire is not. The gradient in a welded couple also contains longer waves, which have a smaller axial share. For a Gaussian gradient with a standard deviation of 15 µm, the section-averaged drift at the weld of the same rod falls about 10% short, though on the axis the shortfall is only about 4%.

**Q.** How far should I trust this for a real platinum coating on nickel?

**A.** Far from its edges, a thin coating on a thick, flat substrate is held laterally, so the one-dimensional drift is the natural start. Edges, rough interfaces and patterned films need the closure. The diffusivities and $\eta=10^{12}$ Pa s are rough values, and real alloys have composition-dependent ones.

In the square section the peak source is $2.7\times10^{-6}$ s⁻¹. If that were accommodated unidirectionally, the lateral stress would be −5.4 MPa. For an atomic volume of 13 Å³ its work is 0.4% of $kT$, so stress-driven diffusion is small here. Bonded walls raise the stress: at constant viscosity the pressure departs from its mean by about 4 MPa rms and by up to about 17 MPa more than 5 µm from the corners, or about 1% of $kT$. At a bonded corner the walls demand $\mathbf v=0$ where $s\ne0$, and the pressure diverges logarithmically, as $2\eta s\ln r$. At the two corners where the source is largest it passes 20 MPa at one or two µm and would reach about 60 MPa, 4% of $kT$, at 1 nm. With a Young modulus $E$ of 100 GPa, the elastic strain for the 5.4 MPa is at most about $5\times10^{-5}$. In a layer held laterally it relaxes in a time $6\eta(1-\nu)/E$, about 40 s for a Poisson ratio $\nu=0.3$. Vacancies must diffuse to sinks a distance $\ell$ apart fast enough to supply $s$, which takes a relative departure from equilibrium of roughly $s\ell^2/D_B$ or less; exchange with the faster nickel lowers it, and so do planar sinks. For $\ell=1$ µm this is near 0.3%; sparse sinks would invalidate the equilibrium assumption.

These small values belong to the smooth section, not to a fresh weld or coating. In the starting profile of the couple above, the peak source is $4.8\times10^{-4}$ s⁻¹. The same upper estimate of the vacancy departure is then near 50%. Allowing for exchange with nickel, on the platinum-rich side it is about 3% for planar sinks 1 µm apart but 20–30% for dislocation lines at that spacing (on the nickel-rich side about 1% and 10%), so the equilibrium assumption is doubtful at that stage unless sinks are dense. A constant viscosity would also give a stress near 1 GPa and work of about 0.7 $kT$, but a metal that creeps by a power law yields long before that. With exponent 4.5, matched to the 5.4 MPa of the square section, the stress is only about 17 MPa and its work about 1% of $kT$. The source weakens as the profile spreads, roughly as $1/t$ after the first hour. For an initially sharp weld the upper estimate of the vacancy departure after 10 h is about 1%, and even a constant viscosity gives only about 24 MPa, or 2% of $kT$. Since about a quarter of the marker shift is gained in the first hour, the calculated shift is that of an ideal couple.

A mixing volume peaking at 1% would leave the couple after 10 h longer than the unmixed metals by 0.36 µm, about 4% of the marker shift. Then $\nabla\cdot\mathbf U\ne0$, though in one dimension integration from the fixed end still determines $U$. Grain boundaries 0.5 nm wide, with $10^4$ times the lattice diffusivity, add about 5% to the effective diffusivity if they are parallel planes 100 µm apart, and about 10% for columnar grains of that width. That grain size is coarse for a deposited coating: at 10 µm the same estimates are 50% and 100%, and lattice diffusivities alone no longer suffice. The amount transported in a given time rises less, roughly as the square root of the effective diffusivity: by about 22% for planes 10 µm apart. Pores break the filled-volume condition itself, and their effect is not estimated here. The numerical output lists most of the values used; the relaxation time printed there is the simpler estimate $\eta/E$.

## Computed values

```
INPUTS (rough, Ni-Pt regime)
D_A (Ni), D_B (Pt): 6.0e-11, 1.0e-11 cm2/s
temperature: 1373 K; viscosity: 1.0e+12 Pa s
couple length: 200 um; time: 10 h
CLOSED COUPLE, A on the left
marker shift, lattice cells: -8.679 um
marker shift, Darken drift: -8.675 um
marker velocity at the end: -491.0 nm/h
largest profile difference: 1.2e-04 (volume fraction)
4-fold D variation, lattice cells: -9.248 um
4-fold D variation, Darken drift: -9.240 um
SQUARE SECTION, side 100 um
composition amplitudes x, xy: 0.25, 0.15
viscosity contrast pure B / pure A: 10
columns: rms U/w; centre v_x in nm/h; advection/interdiffusion
uniform, frictionless: 0.000; -141.4; 0.000
contrast, frictionless: 0.070; -143.1; 0.016
uniform, bonded: 0.428; -191.8; 0.135
power law, frictionless: 0.156; -143.9; 0.034
x only, contrast: 0.000; -226.2; 0.000
x only, bonded: 0.404; -306.9; 0.159
contrast: dissipation / that of U=0: 0.9944
contrast: force curl / that of U=0: 1.7e-03
bonded rms U, two methods: 49.89, 49.79 nm/h
FREE BAR, source half-wave 100 um
axial share at kR = 0.01: 0.3333
R = 5 um, kR = 0.157: axial share 0.333
R = 50 um, kR = 1.571: axial share 0.354
R = 1000 um, kR = 31.416: axial share 0.936
kR = 200: axial share 0.9900; 1-2/kR = 0.9900
NEGLECTED EFFECTS (rough inputs)
peak dilation rate in section: 2.71e-06 1/s
lateral stress if unidirectional: -5.43 MPa
atomic volume: 13 A3; stress work / kT: 3.72e-03
Young modulus: 100 GPa; elastic strain: 5.4e-05
elastic relaxation time: 10 s
sink spacing: 1 um; vacancy excess: 2.7e-03
mixing volume peak: 0.01; couple growth: 0.355 um
boundary width: 0.5 nm; D ratio: 1e+04; grain: 100 um
grain-boundary / lattice transport: 0.050
creep exponent: 4.5; resulting rms U/w: 0.156
```
